# Dipole correction as zero displacement, and field ensembles for an electrolyte slab

## Definitions and conventions

Gaussian atomic units are used: charge in $e$, length in bohr, energy in hartree. In these units $D$ and the electric field have the same dimension. A periodic cell has lateral area $A$, height $L$ along $z$ and volume $V=AL$. It contains a neutral slab with charges $q_i$ at heights $z_i$. The boundary $z=0\equiv L$ lies in a vacuum gap that no charge enters. Then

$$M=\sum_i q_i z_i,\qquad P=\frac{M}{V}$$

are single-valued, and neutrality makes $M$ independent of the origin of $z$.

$H_{\rm PBC}$ is the Coulomb energy of the three-dimensionally periodic system without its $\mathbf G=0$ term. This is the tin-foil convention: the cell-averaged electric field is zero. Kinetic energy, short-range forces and the walls that confine the ions are common to every ensemble below and are not written.

Let $\bar E$ be the cell average of the field along $z$, and define $D=\bar E+4\pi P$. The energy at constant displacement is

$$U(D)=H_{\rm PBC}+\frac{V}{8\pi}(D-4\pi P)^2. \tag{1}$$

At $D=0$ the second term is $(V/8\pi)\,16\pi^2M^2/V^2=2\pi M^2/V$, the Yeh–Berkowitz term. This term is therefore the macroscopic-field part of the zero-displacement Hamiltonian; the whole Hamiltonian also contains $H_{\rm PBC}$. Two things need proof: that (1) is the correct energy, and that its value at $D=0$ describes an isolated slab.

## Simple case: charged sheets

Spread each charge uniformly over the area $A$. The field then depends on $z$ alone. Call its value in the vacuum below the slab $D$; the averaging below shows that this agrees with the definition. Gauss's law gives

$$E(z)=D+\frac{4\pi}{A}Q(z),\qquad Q(z)=\sum_{z_i<z}q_i .$$

Above the slab $Q=0$ by neutrality, so the field returns to $D$ and is periodic. For its average,

$$\int_0^L Q\,dz=\sum_i q_i(L-z_i)=-M,\qquad \bar E=D-\frac{4\pi M}{V}.$$

Thus $D$, defined through the averages, is the field in the vacuum. Now write $E=\bar E+\delta E$, with $\int_0^L\delta E\,dz=0$. The cross term in the field energy vanishes:

$$\frac{A}{8\pi}\int_0^L E^2dz=\frac{V\bar E^2}{8\pi}+\frac{A}{8\pi}\int_0^L(\delta E)^2dz .$$

Since $\delta E=4\pi(Q/A+M/V)$, the last term does not depend on $D$. It is the energy of the same charges at zero mean field, which is $H_{\rm PBC}$ for sheets. Inserting $\bar E=D-4\pi P$ gives (1). Both the energy split at nonzero $D$ and the vacuum field $4\pi M/V$ at zero mean field were tested against explicit Fourier sums.

**Limit: one capacitor.** Put $-q$ at $z_0$ and $+q$ at $z_0+d$, so $M=qd$. At $D=0$ the field is $-4\pi q/A$ between the sheets and zero elsewhere, with energy

$$U(0)=\frac{Ad}{8\pi}\left(\frac{4\pi q}{A}\right)^2=\frac{2\pi q^2d}{A}.$$

At zero mean field, the fields inside and outside are $-(4\pi q/A)(1-d/L)$ and $(4\pi q/A)(d/L)$. Their energy is

$$H_{\rm PBC}=\frac{2\pi q^2}{A}\left[d\Big(1-\frac dL\Big)^2+(L-d)\frac{d^2}{L^2}\right]=\frac{2\pi q^2d}{A}\Big(1-\frac dL\Big).$$

The deficit $2\pi q^2d^2/(AL)$ is $2\pi M^2/V$. It decays only as $1/L$, so adding vacuum alone is a slow cure.

## Generalization to point ions

For point ions write $\mathbf E=\bar E\hat{\mathbf z}+\sum_{\mathbf G\ne0}\mathbf E_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, with zero average lateral field. The uniform part is orthogonal to every $\mathbf G\neq0$ component over the cell. The field energy is again $V\bar E^2/8\pi+H_{\rm PBC}$, apart from position-independent self-energies. The lateral average of the field obeys the sheet equations, so $\bar E=D-4\pi P$ and (1) follows.

Expanding the square gives

$$U(D)=U(0)-DM+\frac{VD^2}{8\pi},\qquad U(0)=H_{\rm PBC}+\frac{2\pi M^2}{V}. \tag{2}$$

A displacement $D$ thus acts as an external field on the slab. The force added to tin-foil conditions is

$$-\frac{\partial}{\partial z_i}\frac{V(D-4\pi P)^2}{8\pi}=q_i\left(D-\frac{4\pi M}{V}\right).$$

At $D=0$ the added uniform field $-4\pi M/V$ cancels the vacuum field $+4\pi M/V$ of the tin-foil system.

With electrons present, $M$ includes their charge. For electron density $n$, $M=\sum_I Z_Iz_I-\int n z\,d^3r$, and the dipole term adds the potential $-(4\pi M/V)z$ to the electronic equations. The density must be negligible at the boundary, where this potential jumps.

### How close is this to an isolated slab?

Let $H_{\rm 2D}$ be the energy of the slab repeated laterally but not along $z$. Complete neutral cells are summed in a growing lateral block. Any in-plane dipole leaves a finite line charge on the rim, whose field at the centre vanishes as the inverse block size, so no average lateral field survives.

Expand the pair potential in lateral wavevectors $\mathbf g$. For $\mathbf g=0$, the 3D-periodic component $u_0$ satisfies

$$u_0''=-\frac{4\pi}{A}\left[\sum_n\delta(z-nL)-\frac1L\right],$$

$$u_0(z)=-\frac{2\pi}{A}\left(|z|-\frac{z^2}{L}\right)+c,\qquad |z|<L .$$

The slope just above $z=0$ is $-2\pi/A$ and just below $z=L$ it is $+2\pi/A$, which gives the required jump of $-4\pi/A$ at each source. Without repetition along $z$, the component is $-(2\pi/A)|z|$ plus a constant. Constants multiply $(\sum_i q_i)^2=0$. The quadratic part contributes, with $z_{ij}=z_i-z_j$,

$$\frac{\pi}{V}\sum_{ij}q_iq_jz_{ij}^2
=\frac{\pi}{V}\sum_{ij}q_iq_j(z_i^2+z_j^2-2z_iz_j)
=-\frac{2\pi M^2}{V}.$$

The first two terms vanish by neutrality. The dipole term therefore removes the whole $\mathbf g=0$ coupling between replicas.

For $g=|\mathbf g|\ne0$, one source layer gives $(2\pi/Ag)e^{-g|z|}$. The additional layers give

$$\sum_{n\ge1}\left[e^{-g(nL-z)}+e^{-g(nL+z)}\right]=\frac{2\cosh gz}{e^{gL}-1}.$$

Hence

$$H_{\rm PBC}+\frac{2\pi M^2}{V}=H_{\rm 2D}+\Delta, \tag{3}$$

$$\Delta=\frac12\sum_{ij}q_iq_j\sum_{\mathbf g\ne0}\frac{2\pi}{Ag}\cos(\mathbf g\cdot\mathbf r_{ij})\frac{2\cosh gz_{ij}}{e^{gL}-1}.$$

The terms $i=j$ count an ion's interaction with its own images along $z$. If $w$ is the slab thickness, the slowest decay is $e^{-g_{\min}(L-w)}$. Here $g_{\min}$ is the smallest nonzero lateral wavevector present in the charge pattern, and the gap must be wide compared with $1/g_{\min}$. Merely repeating a cell laterally leaves this length unchanged; a pattern with a longer lateral period increases it.

**Test on five ions.** The lateral cell is $12\times12$ bohr². Charges $+2,-1,-1,+1,-1$ sit at heights $8,3,5,9,2$ bohr, so

$$M=16-3-5+9-2=15\ e\,\text{bohr}.$$

A direct lateral sum, extrapolated in its cutoff, gives $H_{\rm 2D}=0.196176$ hartree. At $L=40$ bohr, $V=5760$ bohr³ and the dipole term is $2\pi(225)/5760=0.245437$ hartree, or 6.679 eV. Added to $H_{\rm PBC}=-0.049261$ hartree, it restores the isolated value; the remaining difference is $1.28\times10^{-8}$ hartree.

At $L=16$ and 24 bohr the differences are $3.78\times10^{-3}$ and $5.58\times10^{-5}$ hartree. All three agree with $\Delta$. Here $g_{\min}=2\pi/12=0.524$ bohr⁻¹, so going from 24 to 40 bohr should reduce the error by about $e^{-0.524\times16}=2.3\times10^{-4}$. The observed ratio is $1.28\times10^{-8}/5.58\times10^{-5}=2.3\times10^{-4}$.

**Limit of the definition of $M$.** Move the last ion, with $q=-1$, by one cell height. The periodic charge pattern and $H_{\rm PBC}$ are unchanged, but $M$ becomes $15-40=-25\ e\,$bohr. At $D=0$ the energy is then wrong by $2\pi(625-225)/5760=0.436$ hartree. Since $P$ has changed by $q/A$, the change $D\to D+4\pi q/A$ leaves $D-4\pi P$ and the energy as they were. Here that shift is $-0.0873\ e/$bohr². Coordinates must be assigned with the boundary in the gap, or followed continuously. If an ion really travels around the cell, the accumulated $M$ records transported charge and must not be reset at fixed $D$.

## Two ensembles

Take classical ions with energy (1), and let $\beta=1/k_BT$. The symbol $\int d\Gamma$ denotes a sum or integral over neutral configurations. Define

$$Z_D=\int d\Gamma\,e^{-\beta U(D)},\qquad
Z_E=\int d\Gamma\,e^{-\beta(H_{\rm PBC}-EM)} .$$

Constant $D$ fixes the vacuum field, as fixed charge on distant plates would. Constant $E$ fixes the potential drop $EL$ across the cell, while the vacuum field $E+4\pi P$ fluctuates with the configuration.

The energy function at constant field follows from $\partial U/\partial D=V\bar E/4\pi$. Subtracting $VED/4\pi$ and setting $D=E+4\pi P$ gives

$$H_{\rm PBC}+\frac{VE^2}{8\pi}-\frac{VE}{4\pi}(E+4\pi P)=H_{\rm PBC}-EM-\frac{VE^2}{8\pi}.$$

The last term is the same for all configurations, so it was omitted from $Z_E$.

To connect the partition functions, set $x=D-4\pi P-E$. Then

$$(D-4\pi P)^2-2ED=x^2-E^2-8\pi EP .$$

Multiply by $-\beta V/8\pi$ and integrate over $D$ at fixed configuration. The integral of $e^{-\beta Vx^2/8\pi}$ is $\sqrt{8\pi^2/(\beta V)}$, so

$$\int_{-\infty}^{\infty}dD\,e^{\beta VED/4\pi}Z_D
=\sqrt{\frac{8\pi^2}{\beta V}}\;e^{\beta VE^2/8\pi}Z_E. \tag{4}$$

This holds at finite size. The constant-$E$ average of any configurational quantity is its constant-$D$ average, weighted by $W_E(D)\propto e^{\beta VED/4\pi}Z_D$. At fixed configuration the integration variable has mean $E+4\pi P$, whence

$$\langle D\rangle_W=E+\frac{4\pi\langle M\rangle_E}{V}. \tag{5}$$

It also carries auxiliary Gaussian noise of variance $4\pi/(\beta V)$, which the physical displacement $E+4\pi P$ does not have.

There is a restriction for first-principles dynamics. If electrons are relaxed to their ground state separately at each $D$ or $E$, then $P$ at fixed nuclei depends on $D$. Minimizing over both electrons and $D$ still connects the two energies, but the curvature $\partial^2U/\partial D^2$ becomes $V/(4\pi\epsilon_{\rm el})$, where $1/\epsilon_{\rm el}=d\bar E/dD$ at fixed nuclei. The Gaussian prefactor then depends on the nuclear configuration. Equation (4) is no longer an identity, although its leading exponential relation survives for a large system.

### Large-area limit

Equation (2) gives

$$\frac{d\ln Z_D}{dD}=-\frac{\beta V}{4\pi}\left(D-\frac{4\pi\langle M\rangle_D}{V}\right),\qquad
\frac{d\langle M\rangle_D}{dD}=\beta\,{\rm Var}_D(M).$$

The maximum of $W_E(D)$ therefore satisfies $E=D-4\pi\langle M\rangle_D/V$, the macroscopic relation between the fields. Differentiating once more gives its width at leading order:

$$\sigma_D^2=\frac{4\pi}{\beta V}\,\frac{1}{1-4\pi\beta{\rm Var}_D(M)/V}.$$

At fixed $L$, with short-ranged lateral correlations, ${\rm Var}_D(M)\propto A$ and $\sigma_D^2\propto1/A$. Let $m(D)=\langle M\rangle_D/A$. Expanding about $\bar D=\langle D\rangle_W$ removes the linear term:

$$\frac{\langle M\rangle_E}{A}=m(\bar D)+\frac12m''(\bar D)\sigma_D^2+\cdots .$$

At matched fields the mean polarizations differ by order $1/A$; for a linear response this leading difference vanishes.

The fluctuations remain different. At large area, differentiate $\langle M\rangle_E=\langle M\rangle_D$ with respect to $E$, using $D=E+4\pi\langle M\rangle_E/V$:

$$\beta{\rm Var}_E=\beta{\rm Var}_D\left(1+\frac{4\pi\beta{\rm Var}_E}{V}\right),$$

$${\rm Var}_D=\frac{{\rm Var}_E}{1+4\pi\beta{\rm Var}_E/V}. \tag{6}$$

The dipole term penalizes large $M$ at constant $D$. A dielectric formula must therefore use the fluctuation expression of the ensemble that was sampled.

## Electrolyte slab

In linear Debye theory the mean charge density is $\rho=-\kappa^2\phi/4\pi$, with $\lambda=1/\kappa$ and potential $\phi=0$ at the slab centre. From $E_z'=4\pi\rho$ and $E_z=-\phi'$ follows $E_z''=\kappa^2E_z$. With $E_z=D$ at the faces $z=\pm l/2$ of a slab of width $l$,

$$E_z(z)=D\,\frac{\cosh\kappa z}{\cosh(\kappa l/2)} .$$

The dipole is the integrated reduction of the field:

$$\langle M\rangle_D=\frac{A}{4\pi}\int_{-l/2}^{l/2}(D-E_z)dz=\frac{A\,l_{\rm eff}D}{4\pi},$$

$$l_{\rm eff}=l-2\lambda\tanh\frac{l}{2\lambda}.$$

Inserting this in $E=D-4\pi\langle M\rangle/V$ yields

$$D=\frac{EL}{L-l_{\rm eff}}. \tag{7}$$

When $\lambda$ is small compared with both $l$ and the gap $L-l$, $L-l_{\rm eff}\simeq L-l$ and nearly all the voltage falls across the vacuum, as for an ideal conductor. For $\lambda\gg l$, the expansion $\tanh x\simeq x-x^3/3$ gives $l_{\rm eff}\simeq l^3/(12\lambda^2)$, and $D\to E$.

**Worked case.** A lattice gas of sheets keeps the laterally averaged electrostatics and omits lateral ion correlations and solvent. Ion size enters only crudely, through a limit on the charge a slot can hold. There are 60 slots at spacing $a=2$ bohr, so $l=120$ bohr. Before interactions, a slot holds $-1,0,+1$ with probabilities $\frac14,\frac12,\frac14$; only neutral totals are kept. The other inputs are $T=1200$ K, $k_BT=3.800\times10^{-3}$ hartree, $A=1.5\times10^5$ bohr² and $L=200$ bohr.

The slot variance is $s^2=\frac12$. To first order, a potential $\phi$ produces the mean slot charge $-\beta s^2\phi$, hence $\rho=-\beta s^2\phi/(Aa)$ and

$$\lambda=\sqrt{\frac{Aa\,k_BT}{4\pi s^2}}=\sqrt{\frac{1140}{6.283}}=13.47\ \text{bohr}.$$

This gives $l_{\rm eff}=93.07$ bohr. The zero-field fluctuations of the full model give $4\pi\beta{\rm Var}_D/A=93.76$ bohr, so the Debye value is 0.7% lower. Most of this gap is a finite-area effect: at fixed carrier density the model value falls to about 93.4 and 93.2 bohr for areas $2A$ and $4A$. The closeness to Debye theory belongs to the sheet model, in which each charge is smeared over the whole area. For real point ions at these inputs the Bjerrum length $1/k_BT=263$ bohr is about $20\lambda$ and a sphere of radius $\lambda$ holds only about 0.02 ions, so such ions would be strongly correlated and linear Debye theory would not apply.

Set $E=10^{-4}$ hartree/($e\,$bohr), a cell voltage of 0.544 V. Enumeration of the dipole distribution gives $\langle M\rangle_E=209.34\ e\,$bohr. With $V=3\times10^7$ bohr³, equation (5) becomes

$$10^{-4}+\frac{4\pi(209.34)}{3\times10^7}=1.877\times10^{-4}\ e/\text{bohr}^2 .$$

A separate transfer-matrix calculation of $Z_D$ gives the same mean, and the two sides of (4) agree to rounding error. The Debye estimate is $10^{-4}\times200/106.93=1.870\times10^{-4}\ e/$bohr², 0.35% below the model result. In this estimate the vacuum takes $80/106.93=75\%$ of the voltage and the two double layers take the rest.

At zero field, ${\rm Var}_E=7996$ and ${\rm Var}_D=4253\ (e\,\text{bohr})^2$. Since $4\pi\beta{\rm Var}_E/V=0.8814$, equation (6) predicts $7996/1.8814=4250\ (e\,\text{bohr})^2$, within 0.1%. The mean responses can thus be matched although the variances differ by a factor of 1.88.

Finally, enlarge the area at fixed carrier density. For areas $A,2A,4A$, the relative difference $\langle M\rangle_E/\langle M\rangle_D-1$ at matched fields is $-6.93\times10^{-4}$, $-3.40\times10^{-4}$ and $-1.69\times10^{-4}$. Each doubling roughly halves it, as the $1/A$ argument predicts. The negative sign corresponds, at leading order, to $m''<0$ at this field. It is specific to this model: the mean slot charge in a potential $\phi$ is $-\tanh(\beta\phi/2)$, which saturates because the occupancy is limited. Ions without such a limit follow $-\frac12\sinh\beta\phi$ at the same $s^2$, which grows faster than linearly, so the sign should not be carried over to a dilute electrolyte. In the same sheet model with unlimited (Poisson) occupancy at $s^2=\frac12$, $m''$ and the difference are positive at this field.

## Table of computed values

```
POINT IONS
lateral cell side = 12.0 bohr
ion charge +2 e at (1, 2, 8) bohr
ion charge -1 e at (4, 9, 3) bohr
ion charge -1 e at (8, 3, 5) bohr
ion charge +1 e at (10, 7, 9) bohr
ion charge -1 e at (6, 6, 2) bohr
slab dipole M = 15.000 e bohr
isolated slab energy, direct sum = 0.19617591 hartree
L = 16 bohr: H_PBC = -0.41363250 hartree
  dipole term = 0.61359232 hartree
  corrected minus isolated = 3.78e-03 hartree
  predicted remainder = 3.78e-03 hartree
L = 24 bohr: H_PBC = -0.21282985 hartree
  dipole term = 0.40906154 hartree
  corrected minus isolated = 5.58e-05 hartree
  predicted remainder = 5.58e-05 hartree
L = 40 bohr: H_PBC = -0.04926101 hartree
  dipole term = 0.24543693 hartree
  corrected minus isolated = 1.28e-08 hartree
  predicted remainder = 1.28e-08 hartree
dipole term at L = 40 bohr = 6.6787 eV
last ion wrapped by L: M = -25.000 e bohr
  energy error at D = 0: 0.436332 hartree
  D that restores the energy = -0.087266 e/bohr^2
ELECTROLYTE SLAB
T = 1200 K, kT = 3.800174e-03 hartree
A = 1.500e+05 bohr^2, L = 200 bohr
slots = 60, spacing = 2.0 bohr, width = 120 bohr
slot probabilities (-1, 0, +1 e) = [0.25 0.5  0.25]
mean field E = 1.000e-04 hartree/(e bohr)
cell voltage E L = 0.5442 V
integral relation, left/right - 1 = -2.6e-15
<M> at constant E = 209.3434 e bohr
<D> from Z_D = 1.876895e-04 e/bohr^2
E + 4 pi <M>/V = 1.876895e-04 e/bohr^2
Debye estimate of D = 1.870330e-04 e/bohr^2
Debye length = 13.470 bohr
l_eff: Debye 93.067, exact 93.760 bohr
Var M at E = 0: 7996.09 (e bohr)^2
Var M at D = 0: 4253.05 (e bohr)^2
Var M at D = 0 from Var at E = 0: 4250.12 (e bohr)^2
area x1: <M>_E/<M>_D - 1 = -6.9278e-04
area x2: <M>_E/<M>_D - 1 = -3.4045e-04
area x4: <M>_E/<M>_D - 1 = -1.6888e-04
```
